\section*{Spin-orbit-induced M1 decay of p² ¹D₂ and the O III doublet}

\section{Problem}

The O III lines at 5007 and 4959 Å start from the same level, $^1D_2$ of the configuration $2p^2$, and end on $^3P_2$ and $^3P_1$ of the same configuration. The nonrelativistic magnetic dipole (M1) operator does not change the total spin, so with this operator the lines need some mixing of singlet and triplet. Let the mixing come from the spin-orbit coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ within $p^2$.

\begin{enumerate}
\item Find the triplet admixture in the upper level.
\item Find the M1 line strengths to $^3P_2$ and $^3P_1$, and their ratio.
\item Find the ratio of the line intensities in O III, and judge how far the model can be trusted.
\end{enumerate}

Rydberg units are used: $\hbar=1$, $m=1/2$, $e^2=2$ (Gaussian form), hence $c=2/\alpha$. Energies are in Ry, lengths in $a_0$. The magnetic moment is $-\mu_B(\mathbf L+2\mathbf S)$, with the electron $g$ factor set to 2. The photon energies $E_2$ and $E_1$ carry the $J$ of the lower level. From $E=1/(\lambda R_\infty)$ and the nominal wavelengths, with the difference between air and vacuum ignored,
\begin{equation}
E_2=0.181999\ \text{Ry},\qquad E_1=0.183760\ \text{Ry}.
\end{equation}

\section{First estimate by scaling}

The spin-orbit parameter should be comparable with the fine-structure splitting, $\zeta\sim E_1-E_2=0.00176$ Ry. First-order perturbation theory then gives a triplet amplitude
\begin{equation}
|b|\sim\frac{\zeta}{E_2}\sim\frac{0.00176}{0.182}\approx 0.0097 .
\end{equation}
The transition moment is of order $b\mu_B$. In these units $\mu_B=e\hbar/(2mc)=\sqrt2\,\alpha/2$, so $\mu_B^2=\alpha^2/2$. Dipole radiation scales as
\begin{equation}
A\sim\frac{\omega^3b^2\mu_B^2}{\hbar c^3}
=E^3b^2\,\frac{\alpha^2}{2}\,\frac{\alpha^3}{8}
=\frac{\alpha^5E^3b^2}{16}.
\end{equation}
This is a rate in units of $\text{Ry}/\hbar$. With $\alpha^5\,\text{Ry}/\hbar=4.28\times10^5\ \text{s}^{-1}$ it is about $0.015\ \text{s}^{-1}$.

Scaling does not fix the ratio of the lines. The simplest guess counts final states, five for $J=2$ and three for $J=1$, which gives a strength ratio of $5/3$.

\section{Exact solution within the model}

\subsection{The two states with $M=2$}

Write $m^\pm$ for a $p$ spin-orbital with $l_z=m$ and $s_z=\pm1/2$. No $p^2$ state has $M>2$, and two determinants have $M=2$:
\begin{equation}
|D\rangle=|1^+1^-|,\qquad |P\rangle=|1^+0^+| .
\end{equation}
The first has $M_L=2$, the largest possible, and is $^1D_2$. The second has $M_S=1$ and the largest $M_L$ allowed for parallel spins, and is $^3P_2$.

For the Coulomb energies, let $C_q$ be the rank-2 harmonics $C_q=\sqrt{4\pi/5}\,Y_{2q}$, with $C_0=(3\cos^2\theta-1)/2$. Since $\langle\cos^2\theta\rangle$ is $1/5$ for $m=1$ and $3/5$ for $m=0$,
\begin{equation}
\langle1|C_0|1\rangle=-\tfrac15,\qquad \langle0|C_0|0\rangle=\tfrac25 .
\end{equation}
Direct integration with $|C_{-1}|=\sqrt{3/2}\,|\sin\theta\cos\theta|$ and $|C_{-2}|=\sqrt{3/8}\,\sin^2\theta$ gives
\begin{align}
|\langle0|C_{-1}|1\rangle|^2&=\Big(\tfrac{\sqrt3}{2}\cdot3\cdot\tfrac{2}{15}\Big)^2=\tfrac{3}{25},\\
|\langle-1|C_{-2}|1\rangle|^2&=\Big(\sqrt{\tfrac38}\cdot\tfrac32\cdot\tfrac{8}{15}\Big)^2=\tfrac{6}{25},
\end{align}
where $2/15$ and $8/15$ are the sphere averages of $\sin^2\theta\cos^2\theta$ and $\sin^4\theta$. By reflection $|\langle-1|C_{-1}|0\rangle|^2=3/25$ as well.

The repulsion of two $p$ electrons has multipoles 0 and 2. The monopole shifts all levels equally and is dropped. The quadrupole part is $F^{(2)}\sum_q(-1)^qC_q(1)C_{-q}(2)$, where $F^{(2)}$ is the Slater integral. In $|D\rangle$ the spins are opposite and there is no exchange. In $|P\rangle$ exchange is subtracted. With $f=F^{(2)}/25$,
\begin{align}
\langle D|V|D\rangle&=F^{(2)}\left(-\tfrac15\right)^2=f,\\
\langle P|V|P\rangle&=F^{(2)}\left[\left(-\tfrac15\right)\tfrac25-\tfrac3{25}\right]=-5f .
\end{align}

For the spin-orbit coupling use $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$. The diagonal terms are $\frac12-\frac12=0$ for $|D\rangle$ and $\frac12+0=\frac12$ for $|P\rangle$. Off the diagonal, $\frac12l_-s_+$ turns $1^-$ into $\frac12\sqrt2\;0^+$, so $|D\rangle$ goes into $|P\rangle/\sqrt2$. Hence, in the order $D,P$,
\begin{equation}
H=\begin{pmatrix} f&\zeta/\sqrt2\\ \zeta/\sqrt2&-5f+\zeta/2\end{pmatrix}.
\end{equation}

The energy of $^3P_1$ follows from a trace. The determinants with $M=1$ are $|1^+0^-|$, $|1^-0^+|$ and $|1^+(-1)^+|$. Their diagonal elements of $\sum\mathbf l\cdot\mathbf s$ are $\frac12$, $-\frac12$ and $0$, with sum zero. These three states contain the two $J=2$ levels and one $J=1$ level. The $J=2$ levels contribute $0+\frac12$ to the trace, so $^3P_1$ contributes $-\frac12$. As the single $J=1$ level it stays pure, with energy $-5f-\zeta/2$.

\subsection{Triplet admixture}

Let
\begin{equation}
\Delta=6f-\frac\zeta2,\qquad \delta=\sqrt{\Delta^2+2\zeta^2}
\end{equation}
be the differences of the diagonal elements and of the eigenvalues of $H$. The eigenstates are
\begin{equation}
|D'\rangle=a|D\rangle+b|P\rangle,\qquad |P'\rangle=a|P\rangle-b|D\rangle,
\end{equation}
with $a^2+b^2=1$. For a real symmetric $2\times2$ matrix the upper state has $a^2-b^2=\Delta/\delta$. Therefore
\begin{equation}
b^2=\frac12\left(1-\frac\Delta\delta\right)=\frac{\delta^2-\Delta^2}{2\delta(\delta+\Delta)}=\frac{\zeta^2}{\delta(\delta+\Delta)} .
\label{eq:b}
\end{equation}
For $\zeta\ll6f$ this becomes $|b|\approx\zeta/(6\sqrt2f)$.

\subsection{Line strengths}

Write $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$. The operator $\mathbf J$ changes $M$ within a level and cannot connect two orthogonal levels. The operator $\mathbf S$ gives zero on a singlet and leaves a triplet in its own term. What remains is
\begin{align}
\langle P'|\mathbf S|D'\rangle&=ab\,\langle{}^3P_2|\mathbf S|{}^3P_2\rangle,\\
\langle{}^3P_1|\mathbf S|D'\rangle&=b\,\langle{}^3P_1|\mathbf S|{}^3P_2\rangle,
\end{align}
with the $M$ labels suppressed. The orbital moment takes part as well. Since $\mathbf J=\mathbf L+\mathbf S$ has no matrix element between the levels, that of $\mathbf L$ is minus that of $\mathbf S$, and it cancels half of the spin contribution $2\mathbf S$.

Now let $\mathbf S$ act on the $M=2$ state of $^3P_2$, which is $|M_L,M_S\rangle=|1,1\rangle$. The total squared amplitude is the sum of the squares from $S_z$, $S_+/\sqrt2$ and $S_-/\sqrt2$.

\begin{itemize}
\item $S_z$ returns the same state, with weight 1, all in $J=2$.
\item $S_+$ gives zero.
\item $S_-/\sqrt2$ gives $|1,0\rangle$, because $S_-|M_S{=}1\rangle=\sqrt2\,|M_S{=}0\rangle$. The weight is 1.
\end{itemize}

The states of $^3P$ with $M=1$ are $(|1,0\rangle\pm|0,1\rangle)/\sqrt2$, with the plus sign for $J=2$ and the minus sign for $J=1$. So $|1,0\rangle$ is half $J=2$ and half $J=1$. The weights are $1+\frac12=\frac32$ for $J=2$ and $\frac12$ for $J=1$.

By rotational invariance each of the five upper substates has the same sum over final substates. The line strengths $\mathcal S_J$, summed over upper and lower $M$ and in units of $\mu_B^2$, are five times the weights:
\begin{equation}
\mathcal S_2=\frac{15}{2}a^2b^2,\qquad \mathcal S_1=\frac52b^2,\qquad \frac{\mathcal S_2}{\mathcal S_1}=3a^2 .
\label{eq:S}
\end{equation}
The ratio is $3:1$ to leading order in the mixing. Without spin-orbit coupling both strengths vanish. If $\zeta$ is large compared with $f$, then $\Delta/\delta\to-1/3$, so $a^2\to1/3$ and the ratio falls to 1. A vector operator cannot connect $J=2$ with $J=0$, so there is no M1 line to $^3P_0$.

\subsection{From strengths to intensities}

A photon in volume $V$ has magnetic field amplitude $\sqrt{2\pi\hbar\omega/V}$ along $\hat{\mathbf k}\times\boldsymbol\epsilon$, where $\hat{\mathbf k}$ is its direction and $\boldsymbol\epsilon$ its polarization. With the density of final states $V\omega^2d\Omega/[(2\pi)^3\hbar c^3]$, the golden rule gives
\begin{equation}
dA=\frac{\omega^3}{2\pi\hbar c^3}\,\big|(\hat{\mathbf k}\times\boldsymbol\epsilon)\cdot\boldsymbol\mu\big|^2\,d\Omega .
\label{eq:gr}
\end{equation}
The sum over two polarizations and the integral over directions give $(8\pi/3)|\boldsymbol\mu|^2$. The sum over final substates is $\mu_B^2\mathcal S/5$. Thus
\begin{equation}
A=\frac{4\omega^3}{3\hbar c^3}\,\frac{\mu_B^2\mathcal S}{5}
=\frac43E^3\,\frac{\alpha^3}8\,\frac{\alpha^2}2\,\frac{\mathcal S}5
=\frac{\alpha^5E^3\mathcal S}{60}.
\label{eq:A}
\end{equation}
If the gas is optically thin, the emitted power in a line is proportional to $N A E$, with $N$ the population of the upper level. Both lines share $N$, so temperature and density drop out:
\begin{equation}
\frac{I_2}{I_1}=3a^2\left(\frac{E_2}{E_1}\right)^4 .
\end{equation}

\subsection{Numbers for O III}

The two photon energies fix $\zeta$ and $f$. First, $E_2=\delta$. The upper level lies at the mean of the diagonal elements plus $\delta/2$, so
\begin{equation}
E_1=-2f+\frac\zeta4+\frac{E_2}2+5f+\frac\zeta2=3f+\frac{3\zeta}4+\frac{E_2}2 .
\end{equation}
With $X=2E_1-E_2=0.185521$ Ry this reads $6f=X-\frac32\zeta$, hence $\Delta=X-2\zeta$. Inserting this in $E_2^2=\Delta^2+2\zeta^2$ gives $6\zeta^2-4X\zeta+X^2-E_2^2=0$. The root that vanishes with the fine structure is
\begin{equation}
\zeta=\frac{2X-\sqrt{6E_2^2-2X^2}}6=\frac{0.371042-0.360424}6=0.00177\ \text{Ry},
\end{equation}
and $6f=0.1829$ Ry. Then $\Delta=0.18198$ Ry, and Eq.~(\ref{eq:b}) gives
\begin{equation}
b^2=\frac{(0.00177)^2}{0.1820\times0.3640}=4.73\times10^{-5},\qquad |b|=0.0069 .
\end{equation}
The strengths are $\mathcal S_2=3.55\times10^{-4}$ and $\mathcal S_1=1.18\times10^{-4}$, with ratio 2.9999. Equation~(\ref{eq:A}) gives
\begin{equation}
A_2=4.28\times10^5\ \text{s}^{-1}\times\frac{(0.1820)^3\times3.55\times10^{-4}}{60}=0.0153\ \text{s}^{-1}
\end{equation}
and $A_1=0.0052\ \text{s}^{-1}$. The inverse of their sum is about 49 s. The ratios are
\begin{align}
\frac{A_2}{A_1}&=2.9999\times(0.99041)^3=2.91,\\
\frac{I_2}{I_1}&=2.9999\times(0.99041)^4=2.89 .
\end{align}
Shifting the two wavelengths by 0.5 Å in opposite directions moves $A_2$ between 0.0146 and 0.0159 s$^{-1}$, because $\zeta$ rests on their small difference. The intensity ratio stays between 2.884 and 2.889. This spread is not the error of the rates. The model uses the same $\zeta$ for the splitting of $^3P$ and for the coupling of $^1D_2$ to $^3P_2$, and the levels not used in the fit show its limits: it puts $^3P_1$ at 99 cm$^{-1}$ above $^3P_0$, against the measured 113 cm$^{-1}$ (the 88 $\mu$m line), and the $^1S_0\to{}^1D_2$ line at 3320 Å, against 4363 Å. With the spin-other-orbit and spin-spin terms of the Breit-Pauli Hamiltonian added within $p^2$, on Hartree-Fock orbitals and with only the Coulomb gap fitted, the two $^3P$ splittings come out as 194.5 and 113.8 cm$^{-1}$ (measured 193 and 113). The admixture then rises to $|b|=0.0081$, so $A_2\approx0.021\ \text{s}^{-1}$, $A_1\approx0.007\ \text{s}^{-1}$, and the inverse of their sum is about 36 s. The rates of the one-parameter model are thus about a quarter too low. The M1 intensity ratio does not depend on $b$ at this order and stays at 2.886.

\subsection{Electric quadrupole (E2) emission}

E2 emission connects the same levels. Its amplitude replaces $(\hat{\mathbf k}\times\boldsymbol\epsilon)\cdot\boldsymbol\mu$ in Eq.~(\ref{eq:gr}) by $\frac12ek\,\boldsymbol\epsilon\cdot T\cdot\hat{\mathbf k}$, up to a phase, with $k=\omega/c$ and $T_{ij}=\sum(r_ir_j-\frac13r^2\delta_{ij})$ summed over electrons. Polarizations and directions give $4\pi(\frac13-\frac2{15})\sum|T_{ij}|^2=\frac{4\pi}5\sum|T_{ij}|^2$. The interference with M1 integrates to zero, since it contracts the symmetric $T$ with an antisymmetric tensor. Let $\mathcal Q$ be the strength of $\sum r^2C_q$, summed over $q$ and all $M$. As $\sum_q|r^2C_q|^2=\frac32\sum|T_{ij}|^2$,
\begin{equation}
A^{E2}=\frac{\omega^3}{2\pi\hbar c^3}\,\frac{e^2k^2}4\,\frac{4\pi}5\,\frac23\,\frac{\mathcal Q}5
=\frac{e^2\omega^5}{15\hbar c^5}\,\frac{\mathcal Q}5=\frac{\alpha^5E^5\mathcal Q}{1200}.
\end{equation}

Acting on $|1^+0^+|$, the operators $C_0$, $C_{-1}$, $C_{-2}$ give $|M_L,M_S\rangle=|1,1\rangle$, $|0,1\rangle$, $|-1,1\rangle$ with weights $\frac1{25},\frac3{25},\frac6{25}$. The $J=2$ fractions of these states are $1,\frac12,\frac16$, and the $J=1$ fractions are $0,\frac12,\frac12$. Five times the sums gives $0.7$ for $J=2$ and $0.9$ for $J=1$. In $D'\to P'$ the quadrupole of $^1D_2$ also enters, with amplitude $ab(Q_P-Q_D)$. The $M=2$ values of $C_0$ are $\frac15$ for $P$ and $-\frac25$ for $D$, so $Q_D=-2Q_P$, and the strength is $9\times0.7=6.3$:
\begin{equation}
\mathcal Q_2=6.3\,a^2b^2\langle r^2\rangle^2,\qquad \mathcal Q_1=0.9\,b^2\langle r^2\rangle^2 .
\end{equation}
A restricted open-shell Hartree-Fock calculation of O$^{2+}$ in the cc-pVQZ basis gives $\langle r^2\rangle=1.20\,a_0^2$ for the $2p$ orbital. The E2 rates are then 0.20\% and 0.09\% of the M1 rates to $^3P_2$ and $^3P_1$. They raise the intensity ratio by 0.003, about 0.1\% of its M1 value.

\section{Comparison}

The estimate $|b|\sim0.0097$ exceeds the solution, 0.0069, by nearly $\sqrt2$, which is the factor in the coupling $\zeta/\sqrt2$. The estimated rate of $0.015\ \text{s}^{-1}$ nevertheless agrees with $A_2$. Two factors near 2 cancel: the estimate has $b^2$ too large by 2, and Eq.~(\ref{eq:A}) with $\mathcal S_2\approx\frac{15}2b^2$ gives $\alpha^5E^3b^2/8$ in place of $\alpha^5E^3b^2/16$.

Counting final states fails for the ratio. It gives $5/3$ where the solution gives 3, because $\mathbf S$ does not spread its strength evenly. In the stretched state, $S_z$ puts its whole weight into $J=2$, and the transverse components share theirs equally between $J=2$ and $J=1$.

The ratio near 3 is thus a property of the angular momenta, and the energy factor lowers it to 2.89. Whether the real ratio is lowered by this much is beyond this model: even the first decimal of 2.89 is uncertain. Relativistic corrections to the M1 operator can connect singlet and triplet without any admixture. Their natural size, relative to $\mu_B$, is the $2p$ kinetic energy over $mc^2$. The same Hartree-Fock orbital has 7.0 Ry, and $mc^2=2/\alpha^2$ Ry, so this is $1.9\times10^{-4}$, or about 3\% of $|b|$. Call this number $t$. For an electron in a central field with $\langle rV'\rangle$ equal to twice the kinetic energy, the one-electron correction to $\mathbf l+2\mathbf s$ is $-t\,[\mathbf l+\mathbf s+\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)]$, and its last term connects $^1D$ with $^3P$. It changes the amplitudes to $^3P_2$ and $^3P_1$ by $+0.14\,t/|b|$ and $-0.42\,t/|b|$, that is by $+0.4\%$ and $-1.1\%$, and raises the intensity ratio by about 3\%, to 2.98 (2.96 with $|b|=0.0081$). This is most of the distance from 2.89 to 3. The two-electron corrections to the M1 operator and the mixing of other configurations are left out, so the second decimal is not fixed. The absolute rates are less reliable than the ratio, since spin-other-orbit and spin-spin coupling raise them by more than a third.
